# Depletion Width of a Schottky Contact on a Donor-Rich Oxide

## Question

A metal of high work function touches an n-type oxide of the kind used in resistive memory. The oxide contains $N=10^{19}\ \mathrm{cm^{-3}}$ fixed, singly charged donors, spread uniformly. Its static relative permittivity is 25. From the neutral bulk to the interface the conduction band bends upward by $V=0.80$ V in total, any reverse bias included. The film is thicker than the depletion layer.

Take $T=300$ K and electron mass $m=0.30\,m_e$. Write $v_T=kT/q=25.85$ mV, where $q$ is the elementary charge.

**(a)** Derive the depletion width $W$ and evaluate it. Find the peak field and the depletion charge per area.

**(b)** Electrons do not vanish abruptly at the depletion edge. Find the width that gives the correct total charge when they are kept.

**(c)** How does the width change if (i) the donor charge density is doubled at fixed $V$, or (ii) the donor level lies 0.30 eV below the band edge?

**(d)** Do tunnelling and the image force change the width, the current, or both? Estimate their size.

**(e)** The contact is a cell of 10 nm side. Estimate the spread of $W$ caused by random donor positions.

**(f)** Which assumptions are most at risk in a real device?

## Model answers

### (a) The depletion width

Let $x$ run from the metal into the oxide, and let $u(x)$ be the upward band bending in volts, zero in the bulk. An electron has charge $-q$, so its energy rises where the electrostatic potential $\phi$ falls: $u=-\phi$ relative to the bulk. Poisson's equation $\phi''=-\rho/\varepsilon$ becomes $u''=\rho/\varepsilon$.

In the depletion approximation all donors are ionised and no electrons remain for $0<x<W$, while the oxide is neutral beyond $W$. Thus

$$u''=\frac{qN}{\varepsilon},\qquad u(W)=0,\qquad u'(W)=0 .$$

The last condition says that the neutral bulk carries no field. Integrating from $x$ to $W$, once and then again, gives

$$u'(x)=-\frac{qN}{\varepsilon}(W-x),\qquad u(x)=\frac{qN}{2\varepsilon}(W-x)^2 .$$

Setting $u(0)=V$ and solving for the positive root,

$$W=\sqrt{\frac{2\varepsilon V}{qN}} .$$

In SI units $N=10^{25}\ \mathrm{m^{-3}}$, $\varepsilon=25\times8.8542\times10^{-12}=2.2135\times10^{-10}$ F/m and $qN=1.6022\times10^{6}\ \mathrm{C/m^3}$. Therefore

$$W^2=\frac{2(2.2135\times10^{-10})(0.80)}{1.6022\times10^{6}}=2.2105\times10^{-16}\ \mathrm{m^2},$$

$$W=1.487\times10^{-8}\ \mathrm{m}=14.9\ \mathrm{nm}.$$

The field is largest at the metal. Since $qN/\varepsilon=2V/W^2$, its magnitude is

$$F=\frac{qNW}{\varepsilon}=\frac{2V}{W}=1.08\ \mathrm{MV/cm}.$$

It points towards the metal, which carries the balancing negative charge. The depletion charge is $qNW=2.38\ \mathrm{\mu C/cm^2}$.

### (b) Keeping the mobile electrons

Let $g(u)$ be the net charge density divided by $qN$. Then $u''=(qN/\varepsilon)g(u)$. Multiplying by $u'$ turns the left side into a derivative:

$$\frac{d}{dx}\left(\frac{u'^2}{2}\right)=\frac{qN}{\varepsilon}\,g(u)\,u' .$$

Integrate from the interface, where $u=V$, to the bulk, where $u=u'=0$:

$$-\frac{u'(0)^2}{2}=-\frac{qN}{\varepsilon}V_{\rm eff},\qquad V_{\rm eff}=\int_0^V g(u)\,du .$$

Gauss's law gives the charge per area as $Q=\varepsilon|u'(0)|=\sqrt{2\varepsilon qNV_{\rm eff}}$. Defining the charge-equivalent width by $Q=qNW_Q$,

$$W_Q=\sqrt{\frac{2\varepsilon V_{\rm eff}}{qN}} .$$

For fully ionised donors, $g=1-n(u)/N$. Full ionisation is consistent for hydrogenic donors: their Bohr radius here is 4.4 nm, so $N^{1/3}a_B=0.95$ is well above the Mott value of about 0.26 and the donor levels merge with the band. In a parabolic band $n(u)=N_c\mathcal F_{1/2}(\eta-u/v_T)$, where $N_c=2(2\pi mkT/h^2)^{3/2}$, $\eta kT$ is the bulk Fermi level above the band edge, and

$$\mathcal F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}} .$$

Because $d\mathcal F_{3/2}/d\eta=\mathcal F_{1/2}$, and the electron density at the interface is negligible,

$$V_{\rm eff}=V-v_T\frac{\mathcal F_{3/2}(\eta)}{\mathcal F_{1/2}(\eta)} .$$

For a dilute electron gas both integrals tend to $e^\eta$, and the subtraction is $v_T$. Here $N_c=4.12\times10^{18}\ \mathrm{cm^{-3}}$ is below $N$, so the gas is degenerate. Neutrality, $N=N_c\mathcal F_{1/2}(\eta)$, puts the Fermi level 0.044 eV above the band edge. The subtraction grows to 0.0365 V, or $1.41\,v_T$. With $V_{\rm eff}=0.7635$ V,

$$W_Q=14.87\sqrt{0.7635/0.80}=14.5\ \mathrm{nm}.$$

A direct grid solution of Poisson's equation with these electrons also gives 14.53 nm. The sharp-edge width is reduced by 2.3%. The correction is roughly $(V-V_{\rm eff})/2V$, so it fades at large bending: at 8.0 V the grid gives 0.23% (a check of the trend only, since the peak field there, 3.4 MV/cm, is close to the breakdown field quoted in (f)). Heating to 358 K, with $N$, $V$, $\varepsilon$ and $m$ held fixed, gives 14.49 nm.

### (c) More charge, or deeper donors

**(i)** At fixed $V$ and $\varepsilon$, $W\propto(qN)^{-1/2}$. Doubling the charge density gives $14.87/\sqrt2=10.5$ nm. Doubly charged donors at the original count do the same. This is the electrostatic basis of interface switching in this model: moving charged vacancies into the depletion layer narrows the barrier, and removing them widens it.

**(ii)** A deep donor is mostly neutral in the bulk and ionises where band bending lifts its level above the Fermi level. Let the bulk Fermi level lie $q\Delta$ above the donor level. For a level holding one electron of either spin, the ionised fraction is

$$f_+(u)=\frac{1}{1+2e^{(\Delta-u)/v_T}} .$$

The Fermi level is now well below the band edge, so Boltzmann statistics apply, and bulk neutrality reads

$$f_+(0)=\frac{N_c}{N}e^{-(0.30\,\mathrm V-\Delta)/v_T} .$$

Its solution has $f_+(0)=0.137\%$. Inverting the formula for $f_+$ gives

$$\Delta=v_T\ln\left[\tfrac12\left(\frac{1}{0.00137}-1\right)\right]=0.152\ \mathrm V.$$

The few free electrons contribute negligibly to $V_{\rm eff}$, so

$$V_{\rm eff}\simeq\int_0^V f_+\,du=v_T\ln\frac{1+\frac12e^{(V-\Delta)/v_T}}{1+\frac12e^{-\Delta/v_T}}\simeq V-\Delta-v_T\ln2 .$$

The last step uses $V-\Delta\gg v_T$ and $\Delta\gg v_T$. The result is 0.63 V, and $W_Q=14.87\sqrt{0.6295/0.80}=13.2$ nm, 11% below the answer to (a). Part of the bending is spent before the donors ionise. This smaller width measures the charge, not the thickness of the barrier. Because $f_+<1$, the first integral in (b) gives a smaller field at every value of $u$ than in (a), so the bending falls more slowly and the barrier is thicker at every height. It drops to $v_T$ only about 60 nm from the metal, against 12 nm in (a), so this result needs a film much thicker than 15 nm. Also, $V$ was held at 0.80 V although the bulk Fermi level now lies 0.19 eV lower than in (b). For the same metal barrier and bias, $V$ would be 0.61 V and $W_Q$ would be 11.0 nm.

### (d) Tunnelling and the image force

Both act on electrons crossing the barrier. In this treatment the fixed charge and $V$ still determine the width, so the current changes and $W$ does not.

**Tunnelling.** From (a), $u=V(1-x/W)^2$. At the bulk band edge the semiclassical transmission is $e^{-S}$ with

$$S(0)=\frac{2}{\hbar}\int_0^W\!\sqrt{2mqu}\,dx=\frac{\sqrt{2mqV}\,W}{\hbar}=\frac{V}{E_{00}},\qquad E_{00}=\frac{\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .$$

The integral of $1-x/W$ is $W/2$; inserting $W$ then gives $E_{00}$, here in volts. Its value is 21.4 mV, so $S(0)=37.3$ and tunnelling at the band edge is very weak.

Electrons at energy $qw$ above the edge meet a thinner barrier, ending at $x_t=W(1-\sqrt{w/V})$:

$$S(w)=\frac{2\sqrt{2mq}}{\hbar}\int_0^{x_t}\sqrt{V(1-x/W)^2-w}\;dx .$$

Differentiate with respect to $w$; the endpoint contributes nothing because the integrand vanishes there. With $s=(1-x/W)\sqrt{V/w}$,

$$\frac{dS}{dw}=-\frac{\sqrt{2mq}\,W}{\hbar\sqrt V}\int_1^{\sqrt{V/w}}\frac{ds}{\sqrt{s^2-1}}=-\frac{1}{E_{00}}\operatorname{arcosh}\sqrt{\frac Vw} .$$

The thermal supply falls as $e^{-w/v_T}$. The product $e^{-S-w/v_T}$ peaks where $-dS/dw=1/v_T$, hence at

$$w_m=\frac{V}{\cosh^2(E_{00}/v_T)}=\frac{0.80}{\cosh^2(0.829)}=0.43\ \mathrm V.$$

Typical electrons are thermally lifted about halfway and tunnel through the rest. Above the barrier take unit transmission, so the thermionic part is proportional to $\int_V^\infty e^{-w/v_T}dw=v_Te^{-V/v_T}$. The ratio of total to thermionic flux from oxide to metal is therefore

$$1+\frac1{v_T}\int_0^V e^{(V-w)/v_T-S(w)}dw=2.8\times10^3 ,$$

evaluated numerically. This number belongs to the idealised barrier used here, because the result depends on the semiclassical transmission, on the assumed unit transmission above the barrier and on the exact barrier shape. The barrier shape of (b) gives $2.1\times10^3$. An exact transmission through the parabolic barrier, with the same mass in the metal and its band bottom 1 to 10 eV below the oxide band edge, gives 7 to $8\times10^3$ relative to the flux that passes above the barrier. Only the order of magnitude is meaningful. At this doping, a purely thermionic estimate of the current fails badly even though the width is sound.

**Image force.** An electron at distance $x$ from the metal is attracted by its image, which adds $-q/(16\pi\varepsilon_i x)$ to its energy in volts. Close to the metal the barrier is

$$V-Fx-\frac{q}{16\pi\varepsilon_i x} .$$

Setting the derivative to zero gives $x_m=\sqrt{q/(16\pi\varepsilon_iF)}$. The two subtracted terms are then equal, and the top is lowered by

$$2Fx_m=\sqrt{\frac{qF}{4\pi\varepsilon_i}} .$$

If the lattice ions follow the electron, $\varepsilon_i$ is the static value and the lowering is 0.079 eV. If they cannot, a rough high-frequency relative permittivity of 4.5 gives 0.186 eV. The corresponding $x_m$ are 0.37 and 0.86 nm, so a continuum image potential is itself only a rough guide. This lowering is not included in the flux ratio above. It raises the thermionic flux more than the total flux, so including it in both reduces the ratio by roughly one to two orders of magnitude; tunnelling still dominates.

### (e) Random donors in a small cell

Treat the cell as laterally isolated, with no field through its sides, and spread each donor's charge evenly over the cell area $A$. A 10 nm contact on a continuous film would not meet this condition: it is narrower than $W$, so the field spreads sideways and the depletion layer beneath it is shallower. A sheet at depth $x_i$ contributes $qx_i/(\varepsilon A)$ to the bending, so the edge is fixed by $\sum x_i=\varepsilon AV/q$.

Donor counts in thin slices are independent, with mean and variance both $NA\,dx$. For a layer of depth $W$ the sum has

$$\text{mean}=NA\int_0^W x\,dx=\frac{NAW^2}{2},\qquad \text{variance}=NA\int_0^W x^2dx=\frac{NAW^3}{3} .$$

Moving the edge by $\delta W$ changes the mean by $NAW\,\delta W$. Equating this to one standard deviation gives, for many donors,

$$\frac{\delta W}{W}=\frac{1}{NAW}\sqrt{\frac{NAW}{3}}=\frac{1}{\sqrt{3NAW}} .$$

The cell holds on average $NAW=14.9$ depleted donors, hence a spread of 15%. Direct sampling of random positions gives about 14% to 15.5%, depending on whether the edge is placed at the last donor before the sum reaches its target or at the donor that carries it past. For this small cell the spread exceeds the mobile-electron correction in (b). The characteristic donor spacing, $N^{-1/3}=4.6$ nm, is also about half the cell side, so the lateral averaging is crude and local barriers will vary within one cell.

### (f) Comparison with real devices

The parameters are illustrative; in a real device the donor density and the band bending depend on the oxygen content and on the interface. The peak field is 0.27 of a rough breakdown field of 4 MV/cm, so breakdown does not invalidate the example.

Film thickness is a more serious concern, since switching oxides can be thinner than 15 nm. A 10 nm film would be depleted through most or all of its thickness, depending on the back electrode. With zero field at its back face, its donors would support only $0.80(10/14.87)^2=0.36$ V; the remaining 0.44 V would require charge at the other electrode, and $W$ would no longer describe the device.

Vacancies may also be doubly charged, deep or gathered into filaments. In the cases of (c), double charge reduces the width to 10.5 nm, while deep donors reduce the charge-equivalent width to 13.2 nm but make the barrier thicker. For a filament, neither uniform doping nor a one-dimensional field can be assumed. The estimate of about 15 nm therefore belongs to a thick, laterally uniform film with shallow, singly charged donors. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
donor density: 1.0e+19 cm^-3
donor density in SI: 1.0e+25 m^-3
band bending: 0.80 V
relative permittivity: 25.0
vacuum permittivity: 8.8542e-12 F/m
static permittivity: 2.2135e-10 F/m
elementary charge: 1.6022e-19 C
donor charge density: 1.6022e+06 C/m^3
width squared: 2.2105e-16 m^2
depletion width: 14.87 nm = 1.487e-08 m
peak field: 1.076 MV/cm
depletion charge: 2.382 uC/cm2
width at doubled charge: 10.51 nm
temperature: 300 K; hot case: 358 K
thermal voltage at 300 K: 25.85 mV
effective mass: 0.30 electron masses
band density of states: 4.12e+18 cm^-3
bulk Fermi level above band edge: 0.0444 eV
effective bending, shallow donors: 0.7635 V
width with mobile electrons: 14.53 nm
same from Poisson grid: 14.53 nm
width reduction at 0.8 V: 2.31 %
width reduction at 8.0 V: 0.23 %
width with mobile electrons, hot: 14.49 nm
deep donor depth: 0.30 eV
deep donors ionised in bulk: 0.137 %
effective bending, deep donors: 0.6295 V
charge-equivalent width, deep donors: 13.19 nm
tunnelling energy E00: 21.44 meV
tunnelling exponent at band edge: 37.32
most probable energy above band edge: 0.430 eV
total over thermionic current: 2.80e+03
image lowering, static: 0.079 eV
high-frequency permittivity: 4.5
image lowering, fast: 0.186 eV
rough breakdown field: 4.0 MV/cm
peak field over breakdown field: 0.27
mean donor spacing: 4.64 nm
cell side: 10 nm
mean donors in depleted cell: 14.9
width spread by formula: 15.0 %
width spread by sampling: 15.6 %
```
